# Correlation diagram of hydrogen from zero field to the Landau limit: a program that tests the result

```python
# Hydrogen (fixed nucleus, nonrelativistic, no spin) in a magnetic field B along z.
# Result under test: in a sector of fixed M=|m| and z parity (p=0 even, p=1 odd)
# the field-free state of shell n and rank r joins the lowest-Landau state with
#   nu = p + 2*( floor((q+1)^2/4) + r ),  q = n-M-1-p,
# nu = number of nodes along z; only nu=0 (n=M+1, l=M) becomes tightly bound.
# Binding is measured from the Landau threshold of the same m. Atomic units inside.
# Basis: rho^M z^p exp(-a rho^2 - b z^2), with a = B/4 + c.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import digamma, eval_genlaguerre, lpmv
from scipy.constants import physical_constants as pc

EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0] * 1e10
TESLA = pc['atomic unit of mag. flux density'][0]

STEP = 0.4
U_NODES = np.exp(np.arange(-32.0, 30.0, STEP))
b_set = 4e-4 * 2.0 ** np.arange(26)
shape = np.array([0.1, 0.4, 0.8, 1.5, 3.0])
b3 = np.repeat(b_set, len(shape))
c3 = (b_set[:, None] * shape).ravel()


def gauss_overlap(x, y, power):
    """Overlap of normalized Gaussians of exponents x and y."""
    return (2 * np.sqrt(np.outer(x, y)) / np.add.outer(x, y)) ** power


def solve(B, M, p, count, b=b3, c=c3):
    """Largest bindings and their coefficient vectors."""
    a = B / 4 + c
    A, C = np.add.outer(a, a), np.add.outer(b, b)
    S = gauss_overlap(a, a, M + 1) * gauss_overlap(b, b, p + 0.5)
    i, j = np.triu_indices(len(b))
    At, Ct, total = A[i, j], C[i, j], np.zeros(len(i))
    for u in U_NODES:          # 1/r as an integral over Gaussians
        fa, fc = At / (At + u * u), Ct / (Ct + u * u)
        term = np.sqrt(fc) * fa
        for _ in range(M):
            term *= fa
        if p:
            term *= fc
        total += u * term
    V = np.zeros_like(S)
    V[i, j] = V[j, i] = 2 / np.sqrt(np.pi) * STEP * total
    H = S * (2 * (M + 1) * np.outer(c, c) / A
             + (2 * p + 1) * np.outer(b, b) / C - V)
    w, U = eigh(S)
    keep = w > 1e-10
    X = U[:, keep] / np.sqrt(w[keep])
    K = X.T @ H @ X
    e, v = eigh((K + K.T) / 2, subset_by_index=[0, count - 1])
    return -e, X @ v


def continuation(B1, v1, B2, v2, M, p):
    """Squared overlap of each state with the same-rank state at the next field."""
    S = gauss_overlap(B1 / 4 + c3, B2 / 4 + c3, M + 1) * gauss_overlap(b3, b3, p + 0.5)
    return np.einsum('ik,ij,jk->k', v1, S, v2, optimize=True) ** 2


finest = [np.inf]


def follow(left, right, M, p, count, depth=0):
    """Halve the field step until every state continues into its own rank."""
    if continuation(left[0], left[2], right[0], right[2], M, p).min() > 0.5:
        finest[0] = min(finest[0], right[0] / left[0] - 1)
        return [right]
    assert depth < 20, "a level crossing inside one symmetry sector"
    B = np.sqrt(left[0] * right[0])
    mid = (B, *solve(B, M, p, count))
    return (follow(left, mid, M, p, count, depth + 1)
            + follow(mid, right, M, p, count, depth + 1))


def shell_diamagnetism(n, M, p):
    """Eigenvalues of rho^2 inside one shell and weight of the highest l."""
    ls = list(range(M + p, n, 2))[::-1]
    x, w = np.polynomial.laguerre.laggauss(30)
    t, wt = np.polynomial.legendre.leggauss(24)
    R = np.array([x**l * eval_genlaguerre(n - l - 1, 2 * l + 1, x) for l in ls])
    R /= np.sqrt((w * x**2 * R**2).sum(1))[:, None]
    Y = np.array([lpmv(M, l, t) for l in ls])
    Y /= np.sqrt((wt * Y**2).sum(1))[:, None]
    # radial functions of one shell share the scale x = 2r/n
    # normalization in r cancels against the same factor in the matrix element
    mat = (n / 2)**2 * ((R * w * x**4) @ R.T) * ((Y * wt * (1 - t**2)) @ Y.T)
    e, v = np.linalg.eigh(mat)
    return ls, e, v[0, 0]**2


def predicted_nodes(n, M, p, l):
    q = n - M - 1 - p
    rank = (M + p + 2 * (q // 2) - l) // 2
    return p + 2 * ((q + 1)**2 // 4 + rank)


def matched_binding(B, M, j):
    """Even state nu=2j from matching to the decaying Coulomb function."""
    L = 0.5 * np.log(B / 2) - 0.5 * digamma(M + 1)
    g = lambda lam: (-np.log(lam) + 0.5 / lam + digamma(1 - lam)
                     + 2 * np.euler_gamma - L)
    lam = brentq(g, j + (1e-3 if j == 0 else 1e-7), j + 1 - 1e-7)
    return 0.5 / lam**2


B_weak, B_mid, B_strong = 0.004, 100.0, 1000.0
sectors = {(0, 0): 4, (0, 1): 4, (1, 0): 4, (1, 1): 2, (2, 0): 2, (2, 1): 1, (3, 0): 1}
z = np.geomspace(1e-3, 80, 1500)
rows, odd_max, smallest_gap = [], 0.0, (np.inf, 0.0)
for (M, p), count in sectors.items():
    fields = np.geomspace(B_weak, B_strong, 16)
    points = [(B, *solve(B, M, p, count)) for B in fields]
    path = [points[0]]
    for left, right in zip(points[:-1], points[1:]):
        path += follow(left, right, M, p, count)
    if p:
        odd_max = max(odd_max, max(q[1].max() for q in path))
    if (M, p) == (0, 0):
        smallest_gap = min((np.min(-np.diff(q[1])), q[0]) for q in path)
    # field-free labels and first-order weak-field bindings
    labels, weak_theory, n = [], [], M + 1 + p
    while len(labels) < count:
        ls, rho2, _ = shell_diamagnetism(n, M, p)
        labels += [(n, l) for l in ls]
        weak_theory += [0.5 / n**2 + (M + 1) * B_weak / 2 - B_weak**2 / 8 * s for s in rho2]
        n += 1
    weak, (_, strong, vec) = path[0][1], path[-1]
    middle = solve(B_mid, M, p, count)[0]
    a0 = np.array([B_strong / 4])
    a = B_strong / 4 + c3
    C = np.add.outer(b3, b3)
    Sz = gauss_overlap(b3, b3, p + 0.5)
    S = gauss_overlap(a, a, M + 1) * Sz
    for k in range(count):
        n, l = labels[k]
        shift = (0.5 / n**2 + (M + 1) * B_weak / 2) - weak_theory[k]
        # tolerance: second-order diamagnetism and finite basis
        assert abs(weak[k] - weak_theory[k]) < 0.1 * shift + 3e-5, (n, l, M)
        d = vec[:, k] * gauss_overlap(a, a0, M + 1)[:, 0]
        landau_weight = d @ Sz @ d
        F = (d * (2 * b3)**((p + 0.5) / 2)) @ np.exp(-np.outer(b3, z**2)) * z**p
        F = F[np.abs(F) > 3e-3 * np.abs(F).max()]
        nu = p + 2 * int(np.sum(F[1:] * F[:-1] < 0))
        assert nu == predicted_nodes(n, M, p, l), (n, l, M, nu)
        assert landau_weight > 0.95
        z_rms = np.sqrt(vec[:, k] @ (S * (2 * p + 1) / (2 * C)) @ vec[:, k])
        if p:
            limit = 0.5 / ((nu + 1) // 2)**2
            assert abs(strong[k] / limit - 1) < 0.05
        else:
            limit = matched_binding(B_strong, M, nu // 2)
            # the matching drops terms of order (magnetic length / Bohr radius)
            assert abs(strong[k] / limit - 1) < (0.15 if nu == 0 else 0.05)
        rows.append((n, l, M, nu, weak[k], middle[k], strong[k], limit, z_rms, landau_weight))

assert odd_max <= 0.5
for row in rows:
    tight = row[3] == 0
    assert tight == (row[0] == row[2] + 1 and row[1] == row[2])
    assert (row[6] > 0.5) == tight and (row[5] > 0.5) == tight
growth_tight = min(r[6] / r[5] for r in rows if r[3] == 0)
growth_other = max(r[6] / r[5] for r in rows if r[3] > 0)
assert growth_tight > 1.5 > growth_other

# closed form of the n=3, m=0, even diamagnetic eigenvalues; dominant l in mixed shells
_, rho2_n3, d_weight = shell_diamagnetism(3, 0, 0)
assert np.allclose(rho2_n3, [99 - np.sqrt(3321), 99 + np.sqrt(3321)])
f_weight0, f_weight1 = shell_diamagnetism(4, 0, 1)[2], shell_diamagnetism(4, 1, 0)[2]
assert min(d_weight, f_weight0, f_weight1) > 0.5

# different z parity: 3d0 and 3p0 do cross
difference = lambda x: solve(np.exp(x), 0, 0, 3)[0][2] - solve(np.exp(x), 0, 1, 2)[0][1]
assert difference(np.log(B_weak)) > 0 > difference(np.log(B_strong))
B_cross = np.exp(brentq(difference, np.log(B_weak), np.log(B_strong), xtol=1e-5))
E_cross = solve(B_cross, 0, 1, 2)[0][1]

# matching equation against the one-dimensional problem at a far higher field
B_limit = 1e6
b1 = 4e-4 * 1.8 ** np.arange(45)
one_dim = solve(B_limit, 0, 0, 3, b1, np.zeros_like(b1))[0]
matched = np.array([matched_binding(B_limit, 0, j) for j in range(3)])
assert np.all(np.abs(one_dim / matched - 1) < 0.01)

print("Fields: B in atomic units, cyclotron energy in eV, magnetic length in angstrom")
for name, B in (("weak", B_weak), ("middle", B_mid), ("strong", B_strong)):
    print(f"  {name:7s} B={B:g}  {B*EV:.5g} eV  {ANG/np.sqrt(B):.4g} angstrom")
print(f"Strong field in tesla: {B_strong*TESLA:.3e} T")
print("Bindings in eV from the threshold of the same m; z_rms in angstrom")
print("state  m  nu   weak     middle   strong   limit-formula  z_rms  Landau-weight")
for n, l, M, nu, e1, e2, e3, lim, zr, lw in rows:
    print(f"{n}{'spdf'[l]}    {-M:2d} {nu:2d} {e1*EV:8.4f} {e2*EV:8.3f} {e3*EV:8.3f}"
          f" {lim*EV:8.3f}      {zr*ANG:7.3f}  {lw:.4f}")
print(f"Smallest growth, middle to strong, of nu=0 bindings: {growth_tight:.3f}")
print(f"Largest growth, middle to strong, of other bindings: {growth_other:.3f}")
print(f"Largest z-odd binding on all paths: {odd_max*EV:.3f} eV; bound {EV/2:.3f} eV")
print(f"Finest relative field step needed in following: {finest[0]:.4f}")
print(f"Smallest sampled gap, m=0 even, four levels: {smallest_gap[0]*EV:.5f} eV"
      f" at B={smallest_gap[1]:.4g} a.u.")
print(f"n=3 m=0 even, rho^2 eigenvalues: {rho2_n3[0]*ANG**2:.3f},"
      f" {rho2_n3[1]*ANG**2:.3f} angstrom^2")
print(f"Weight of 3d in lower n=3 m=0 even state: {d_weight:.3f}")
print(f"Weight of 4f in lower n=4 state: m=0 odd {f_weight0:.3f}, m=-1 even {f_weight1:.3f}")
print(f"3d0-3p0 crossing: B={B_cross:.4f} a.u., cyclotron energy {B_cross*EV:.3f} eV,"
      f" {B_cross*TESLA:.3e} T")
print(f"  common binding there: {E_cross*EV:.4f} eV")
print(f"One-dimensional limit test, m=0, B={B_limit:g} a.u. (bindings in eV)")
for j in range(3):
    print(f"  nu={2*j}: numerical {one_dim[j]*EV:.3f}, matching equation {matched[j]*EV:.3f}")
print("verified")
```

It prints:

```
Fields: B in atomic units, cyclotron energy in eV, magnetic length in angstrom
  weak    B=0.004  0.10885 eV  8.367 angstrom
  middle  B=100  2721.1 eV  0.05292 angstrom
  strong  B=1000  27211 eV  0.01673 angstrom
Strong field in tesla: 2.351e+08 T
Bindings in eV from the threshold of the same m; z_rms in angstrom
state  m  nu   weak     middle   strong   limit-formula  z_rms  Landau-weight
1s     0  0  13.6600  103.126  208.505  210.729        0.118  1.0000
2s     0  2   3.4543    6.971    8.051    8.056        1.499  1.0000
3d     0  4   1.5639    2.364    2.567    2.568        4.519  1.0000
3s     0  6   1.5577    1.177    1.247    1.248        9.211  1.0000
2p     0  1   3.4552   12.616   13.401   13.606        0.929  1.0000
3p     0  3   1.5623    3.280    3.376    3.401        3.454  1.0000
4f     0  5   0.8990    1.476    1.504    1.512        7.650  1.0000
4p     0  7   0.8884    0.835    0.847    0.850       13.525  1.0000
2p    -1  0   3.5090   71.695  153.429  159.183        0.143  1.0000
3p    -1  2   1.6128    6.388    7.590    7.629        1.585  1.0000
4f    -1  4   0.9500    2.247    2.483    2.490        4.670  1.0000
4p    -1  6   0.9328    1.136    1.218    1.221        9.429  1.0000
3d    -1  1   1.6167   12.051   13.251   13.606        0.938  1.0000
4d    -1  3   0.9440    3.208    3.358    3.401        3.472  1.0000
3d    -2  0   1.6692   59.543  130.754  138.081        0.158  1.0000
4d    -2  2   0.9908    6.085    7.344    7.407        1.635  1.0000
4f    -2  1   1.0008   11.640   13.126   13.606        0.946  1.0000
4f    -3  0   1.0511   52.518  117.237  125.583        0.169  1.0000
Smallest growth, middle to strong, of nu=0 bindings: 2.022
Largest growth, middle to strong, of other bindings: 1.207
Largest z-odd binding on all paths: 13.401 eV; bound 13.606 eV
Finest relative field step needed in following: 0.5133
Smallest sampled gap, m=0 even, four levels: 0.00621 eV at B=0.004 a.u.
n=3 m=0 even, rho^2 eigenvalues: 11.585, 43.860 angstrom^2
Weight of 3d in lower n=3 m=0 even state: 0.838
Weight of 4f in lower n=4 state: m=0 odd 0.658, m=-1 even 0.939
3d0-3p0 crossing: B=0.1752 a.u., cyclotron energy 4.767 eV, 4.118e+04 T
  common binding there: 2.0094 eV
One-dimensional limit test, m=0, B=1e+06 a.u. (bindings in eV)
  nu=0: numerical 1017.579, matching equation 1017.325
  nu=2: numerical 10.128, matching equation 10.127
  nu=4: numerical 2.916, matching equation 2.916
verified
```
